# Power Gain above the Cutoff Frequency of a Transistor

## What dimensions allow

A small-signal transistor model contains conductances, capacitances and a gate resistance. Let $g_m$ be the transconductance, $g_{ds}$ the output conductance, $R_g$ the gate resistance, and $C_{gs}$, $C_{gd}$, $C_{ds}$ the capacitances between gate, source and drain. Write $C=C_{gs}+C_{gd}$. If every capacitance is multiplied by $\lambda$ and every frequency divided by $\lambda$, all admittances $\omega C$ stay the same, so every characteristic frequency scales as $1/\lambda$. Any such frequency is therefore $g_m/C$ times a function of pure numbers. For the highest frequency of power amplification, $f_{max}$,

$$f_{max}=\frac{g_m}{2\pi C}\,F\!\left(R_g g_m,\ \frac{g_{ds}}{g_m},\ \frac{C_{gd}}{C},\ \frac{C_{ds}}{C}\right).$$

The prefactor is the cutoff frequency $f_T$. Nothing in this argument makes $F$ smaller than one. The belief that $f_T$ limits power gain is a claim about $F$, and one circuit with gain above $f_T$ refutes it.

## The circuit and its cutoff frequency

The source is grounded. Port 1 is the gate terminal, port 2 the drain, and currents are counted into the ports. Signals vary as $e^{j\omega t}$ with peak amplitudes, so the power entering a port is $\tfrac12\mathrm{Re}(V^*I)$. The model is linear and quasi-static: the channel follows the gate voltage without delay. If $v$ is the voltage behind $R_g$, Kirchhoff's current law gives

$$I_1=j\omega C\,v-j\omega C_{gd}V_2,$$
$$I_2=(g_m-j\omega C_{gd})\,v+[g_{ds}+j\omega(C_{gd}+C_{ds})]V_2 .$$

The gate terminal is at $V_1=v+R_gI_1$.

The current gain $h_{21}$ is $I_2/I_1$ with the drain shorted for signals, $V_2=0$:

$$h_{21}=\frac{g_m-j\omega C_{gd}}{j\omega C}.$$

Gate resistance has dropped out, because the same current passes through $R_g$ and into the capacitances. At low frequency $|h_{21}|\approx g_m/(\omega C)$. Extrapolating this law to one defines $f_T=g_m/(2\pi C)$. The literal crossing $|h_{21}|=1$ requires $g_m^2+\omega^2C_{gd}^2=\omega^2C^2$, and so lies slightly higher, at $g_m/(2\pi\sqrt{C^2-C_{gd}^2})$.

A shorted drain has no signal voltage and delivers no power. The definition of $f_T$ thus leaves out the voltage at which the output current could be delivered.

## A counter-example at 260 GHz

Take rough values for a silicon-on-insulator n-channel transistor of the 65 nm class: gate length 60 nm, total width 40 µm, $g_m=40$ mS, $g_{ds}=4.0$ mS, $C_{gs}=32$ fF, $C_{gd}=12$ fF, and $C_{ds}=0$. Then $f_T=144.7$ GHz, and the literal crossing is at 150.4 GHz.

The gate is drawn as 40 parallel fingers, each 1 µm wide and fed at one end. Its sheet resistance is 10 Ω per square, and each finger has 100 Ω of contact resistance. The current along a finger falls linearly to zero at the far end, provided the voltage along it is nearly uniform. The dissipation is then reduced by $\int_0^1(1-\xi)^2d\xi=1/3$ relative to a current that flows the whole way, so the finger acts as one third of its end-to-end resistance:

$$R_g=\frac{1}{40}\left(\frac{10}{3}\cdot\frac{1}{0.060}+100\right)=3.89\ \Omega .$$

At 260 GHz, $\omega C=71.9$ mS and $\omega C_{gd}=19.6$ mS. The current gain is

$$|h_{21}|=\frac{\sqrt{40^2+19.6^2}}{71.9}=0.620 .$$

Connect the load $Y_L=(11.25-j33.77)$ mS to the drain, a conductance in parallel with an inductor. It was found by numerical maximization of the power gain. Since $I_2=-Y_LV_2$, the second circuit equation gives, with admittances in mS,

$$\frac{V_2}{v}=-\frac{40-j19.6}{4+j19.6+11.25-j33.77}=-(2.05+j0.62).$$

The first equation then gives

$$\frac{I_1}{v}=j71.9+j19.6\,(2.05+j0.62)=(-12.1+j112)\ \text{mS}.$$

The input series resistance is $R_g$ plus the real part of $v/I_1$:

$$R_{in}=3.89\ \Omega-\frac{12.1}{12.1^2+112^2}\times10^3\ \Omega\approx2.94\ \Omega .$$

The negative term is feedback through $C_{gd}$, which returns some output power to the input. The current in the load conductance is $|V_2|G_L=0.214\,|I_1|$, where $G_L=11.25$ mS. The power gain is

$$G=\frac{|V_2|^2G_L}{|I_1|^2R_{in}}=\frac{(0.214)^2}{(11.25\times10^{-3}\ \text{S})(2.94\ \Omega)}=1.38,$$

which is 1.41 dB. A lossless input network can match the signal source to the gate, so this is also the gain relative to the power available from the source. The useful current is about a fifth of the gate current, but it flows through a load resistance of 89 Ω, while the gate current meets 2.94 Ω.

One must ask whether this gain belongs to a stable amplifier. Over all lossless drain loads, the smallest input conductance at 260 GHz is 8.27 mS. Passive loads with loss do no worse. As $Y_L$ runs over all passive values, $1/(Y_{22}+Y_L)$ fills a disk whose edge corresponds to lossless loads. The input admittance is linear in that quantity, so its smallest real part lies on the edge. No passive drain load therefore makes the input conductance negative at this frequency. Stability at lower frequencies is a separate design question.

## Where the gain comes from

The mechanism is plainest for $C_{gd}=0$. A gate current $I_1$ then spends its power in $R_g$:

$$P_{in}=\tfrac12|I_1|^2R_g .$$

The drain is a current source $h_{21}I_1$ in parallel with $g_{ds}$ and a capacitance. A load that cancels the capacitance and has conductance $g_{ds}$ receives half the source current, and hence

$$P_{out}=\frac12\,\frac{|h_{21}I_1/2|^2}{g_{ds}}=\frac{|h_{21}|^2|I_1|^2}{8g_{ds}} .$$

With $|h_{21}|=f_T/f$,

$$G=\left(\frac{f_T}{f}\right)^2\frac{1}{4R_gg_{ds}} .$$

Power gain is the squared current gain times a quarter of the ratio of output resistance $1/g_{ds}$ to input resistance $R_g$. With the $R_g$ and $g_{ds}$ of the example, this second factor is $1/(4\times3.89\times0.0040)=16.1$, and at $f=1.5f_T$ the gain is 7.14. Here $f_T$ is the cutoff of the transistor without $C_{gd}$, 198.9 GHz.

The same formula shows that a small $C_{gd}$ is not sufficient. With $C_{gd}=0$ but $R_g=100$ Ω, $R_gg_{ds}=0.4$ exceeds $1/4$, and the gain reaches one at 157.3 GHz, below $f_T$.

## The general statement

For the quasi-static circuit above, with all of $g_m$, $g_{ds}$, $R_g$ and $C_{gd}$ positive, define $f_{max}$ as the frequency below which some drive of the two ports extracts net signal power from the transistor. Then

$$\boxed{f_{max}=\frac{f_T}{2\sqrt{R_g\,(g_{ds}+2\pi f_TC_{gd})}}}$$

and therefore

$$f_{max}>f_T\quad\Longleftrightarrow\quad R_g\,(g_{ds}+2\pi f_TC_{gd})<\tfrac14 .$$

The proof first turns "net power" into an inequality, then evaluates it for this circuit.

### The condition for net power

Write $V_i=\sum_k z_{ik}I_k$ and $R_{ik}=\mathrm{Re}\,z_{ik}$. The total power absorbed is

$$P=\tfrac12\left[R_{11}|I_1|^2+R_{22}|I_2|^2+\mathrm{Re}(m\,I_1^*I_2)\right],\qquad m=z_{12}+z_{21}^* .$$

The term in $m$ collects $I_1^*z_{12}I_2$ and $I_2^*z_{21}I_1$; the second has the same real part as its conjugate $z_{21}^*I_1^*I_2$. The phase of $I_1^*I_2$ is free, so the last term can be made $-|m||I_1||I_2|$. For positive $R_{11}$ and $R_{22}$, which are confirmed below, $P$ can be negative when, and only when,

$$|m|^2>4R_{11}R_{22}.$$

For two complex numbers $a$ and $b$, $|a+b^*|^2-|b-a|^2=2\,\mathrm{Re}(ab)+2\,\mathrm{Re}(a^*b)=4\,\mathrm{Re}\,a\,\mathrm{Re}\,b$. With $a=z_{12}$, $b=z_{21}$, the condition becomes

$$|z_{21}-z_{12}|^2>4(R_{11}R_{22}-R_{12}R_{21}).$$

When the right side is positive, this says $U>1$, where

$$U=\frac{|z_{21}-z_{12}|^2}{4(R_{11}R_{22}-R_{12}R_{21})}$$

is Mason's unilateral gain.

### The transistor without gate resistance

Set $R_g=0$ for the moment. The circuit equations give the admittances

$$y_{11}=j\omega C,\quad y_{12}=-j\omega C_{gd},\quad y_{21}=g_m-j\omega C_{gd},$$
$$y_{22}=g_{ds}+j\omega C_o,\qquad C_o=C_{gd}+C_{ds}.$$

Their determinant $\Delta=y_{11}y_{22}-y_{12}y_{21}$ is

$$\Delta=j\omega K-\omega^2X,\qquad K=Cg_{ds}+g_mC_{gd},\quad X=CC_o-C_{gd}^2 .$$

Inverting the matrix gives $z_{11}=y_{22}/\Delta$, $z_{22}=y_{11}/\Delta$, $z_{12}=-y_{12}/\Delta$ and $z_{21}=-y_{21}/\Delta$. Hence

$$|z_{21}-z_{12}|^2=\frac{|y_{21}-y_{12}|^2}{|\Delta|^2}=\frac{g_m^2}{|\Delta|^2}.$$

The real parts needed are

$$R_{22}=\frac{\mathrm{Re}(j\omega C\,\Delta^*)}{|\Delta|^2}=\frac{\omega^2CK}{|\Delta|^2}>0,$$
$$R_{11}=\frac{\omega^2(C_oK-g_{ds}X)}{|\Delta|^2}=\frac{\omega^2C_{gd}(g_mC_o+g_{ds}C_{gd})}{|\Delta|^2}>0 .$$

For the off-diagonal pair,

$$R_{12}=\frac{\mathrm{Re}(j\omega C_{gd}\Delta^*)}{|\Delta|^2}=\frac{\omega^2C_{gd}K}{|\Delta|^2},$$
$$R_{21}=\frac{\mathrm{Re}[(-g_m+j\omega C_{gd})\Delta^*]}{|\Delta|^2}=\frac{\omega^2(g_mX+C_{gd}K)}{|\Delta|^2}.$$

Now $R_{11}R_{22}-R_{12}R_{21}$ is $\omega^4K/|\Delta|^4$ times

$$C(C_oK-g_{ds}X)-C_{gd}(g_mX+C_{gd}K)=K(CC_o-C_{gd}^2)-X(Cg_{ds}+g_mC_{gd})=KX-XK=0 .$$

The reason is that $y_{11}$ and $y_{12}$ are both purely imaginary. The admittance and impedance matrices are inverse to each other, so $y_{11}z_{1k}+y_{12}z_{2k}$ is 1 or 0. Its imaginary part gives $C R_{1k}-C_{gd}R_{2k}=0$ for $k=1,2$, which makes the two rows of $R_{ik}$ proportional.

### Adding the gate resistance

A series resistance adds $R_g$ to $z_{11}$ and changes nothing else. The combination therefore becomes $R_gR_{22}$, which is positive, and

$$U=\frac{g_m^2/|\Delta|^2}{4R_g\,\omega^2CK/|\Delta|^2}=\frac{g_m^2}{4\omega^2R_gC(Cg_{ds}+g_mC_{gd})} .$$

Both $|\Delta|^2$ and $C_{ds}$ have cancelled. Dividing numerator and denominator by $C^2$ and using $g_m/C=2\pi f_T$,

$$U=\left(\frac{f_T}{f}\right)^2\frac{1}{4R_g(g_{ds}+2\pi f_TC_{gd})}=\left(\frac{f_{max}}{f}\right)^2 .$$

So $U>1$ holds below $f_{max}$ and fails above it, which proves the formula.

### From net power to an amplifier

Net power might conceivably leave through the gate. To see that the drain can deliver it, choose the most favourable phase, $I_1^*I_2=-|I_1||I_2|m^*/|m|$, and magnitudes with $R_{11}|I_1|^2=R_{22}|I_2|^2$. The power entering the drain is then

$$P_2=\frac{|I_1||I_2|}{2}\left[\sqrt{R_{11}R_{22}}-\frac{|z_{21}|^2+\mathrm{Re}(z_{12}z_{21})}{|m|}\right].$$

Below $f_{max}$ the root is smaller than $|m|/2$. Since $|m|^2=|z_{12}|^2+|z_{21}|^2+2\,\mathrm{Re}(z_{12}z_{21})$, the bracket is smaller than $(|z_{12}|^2-|z_{21}|^2)/(2|m|)$. This is negative, because $|y_{21}|^2=g_m^2+\omega^2C_{gd}^2>|y_{12}|^2$. The drain thus feeds a passive load. If power enters the gate, the load receives more than enters. If none enters, or if power leaves through the gate as well, the load is fed without any input power. Above $f_{max}$ the transistor absorbs net power under every drive, so no load can receive more than enters the gate.

In the example $U=1.335$ at 260 GHz, while the matched gain was 1.38. The two need not agree, since the matched circuit keeps the feedback through $C_{gd}$; both exceed one at this frequency.

## Oscillation above the cutoff frequency

The frequency $f_{max}$ is also called the maximum frequency of oscillation. That name can be justified by construction. Below $f_{max}$, choose terminal voltages for which the transistor gives out net power. Connect susceptances $b_1$ from gate to ground, $b_2$ from drain to ground and $b_3$ from gate to drain, with a load conductance $g$ at the drain. A steady oscillation without external drive requires

$$I_1+jb_1V_1+jb_3(V_1-V_2)=0,$$
$$I_2+(g+jb_2)V_2+jb_3(V_2-V_1)=0 .$$

Multiply the first equation by $V_1^*$. Its real part gives

$$b_3=-\frac{\mathrm{Re}(V_1^*I_1)}{\mathrm{Im}(V_1^*V_2)},$$

and its imaginary part fixes $b_1$. Multiply the second by $V_2^*$ and add the real parts of both. The reactances cancel, leaving

$$g|V_2|^2=-\mathrm{Re}(V_1^*I_1+V_2^*I_2)>0 .$$

The remaining imaginary part fixes $b_2$. If the chosen voltages happen to be in phase or in antiphase, or if one is zero, a slight change of the drive removes the difficulty and leaves the net power negative.

For the example at 260 GHz, one solution has 42.1 fF from gate to ground, 45.1 fF from drain to ground, 9.35 pH from gate to drain, and a load of 4.74 mS. This establishes steady balance; growth from noise and the final amplitude need a separate analysis. Above $f_{max}$ the power equation would demand a negative $g$, so a passive network cannot sustain the oscillation.

## Two layouts with one cutoff frequency

For the 40-finger gate, $2\pi f_TC_{gd}=10.9$ mS, so

$$R_g(g_{ds}+2\pi f_TC_{gd})=3.89\times0.0149=0.058,$$
$$f_{max}=\frac{144.7\ \text{GHz}}{2\sqrt{0.058}}=300\ \text{GHz}=2.08f_T .$$

Now draw the same total width as 10 fingers of 4 µm, holding $g_m$, $g_{ds}$ and the capacitances fixed. Each finger is four times as long and there are a quarter as many in parallel, so the line part of $R_g$ rises sixteenfold and the contact part fourfold. The result is $R_g=32.2$ Ω. The product becomes 0.480, and $f_{max}=104$ GHz $=0.72f_T$. Between 104 and 145 GHz this layout has current gain but cannot amplify power. Cutoff frequency is therefore neither an upper limit on power gain nor a guarantee of it.

These values of $f_{max}$ were also found by solving the circuit and locating the sign change of the least absorbed power, without using the formula. Replacing the lumped gate resistance by a line of 40 slices gives 300.5 GHz for the first layout and 105.2 GHz for the second, so the factor $1/3$ costs less than 1% here.

Adding more identical fingers leaves $f_{max}$ unchanged in this model: $R_g$ falls as the conductances and $C_{gd}$ rise. Halving $R_g$ in the first layout raises $f_{max}$ by $\sqrt2$, to 425 GHz, with $f_T$ unchanged. Halving $C_{gd}$ instead raises both frequencies, $f_T$ to 167.5 GHz and $f_{max}$ to 418 GHz.

When $2\pi f_TC_{gd}\gg g_{ds}$, the formula reduces to $f_{max}\approx\sqrt{f_T/(8\pi R_gC_{gd})}$. In the example the ratio of these terms is only 2.7, and dropping $g_{ds}$ would overestimate $f_{max}$ by 17%.

## The channel sets a limit of its own

The formula diverges as $R_g\to0$. That divergence belongs to the idealized circuit, which has no resistance at source or drain and a channel that follows the gate without delay. In the example, where $C_{ds}=0$, source or drain resistance alone would make $f_{max}$ finite. So does the channel itself, because it needs time to fill and its charging current meets resistance.

For a long channel in saturation, let $u$ be the local gate overdrive, equal to $U_0$ at the source and zero at the drain. With mobility $\mu$, oxide capacitance per area $C_{ox}$ and width $W$, the current is $-\mu C_{ox}Wu\,du/dx$. Its constancy gives $u=U_0\sqrt y$, where $y=1-x/L$ and $L$ is the channel length. Let a gate signal $v_g$ change $u$ by $\delta u$, and set $w=u\,\delta u/(U_0v_g)$. The signal current is $g_mv_g\,w'(y)$ with $g_m=\mu C_{ox}WU_0/L$, and charge conservation gives

$$w''=\frac{s\,w}{\sqrt y},\qquad s=\frac{j\omega L^2}{\mu U_0},\qquad w(0)=0,\quad w(1)=1 .$$

Solving in powers of $s$ gives $w\propto y+\tfrac{4}{15}sy^{5/2}+\tfrac1{45}s^2y^4+\dots$ The gate current is the difference of the currents at the two ends. To second order in $s$, its admittance is

$$g_m\frac{\tfrac23s+\tfrac4{45}s^2}{1+\tfrac4{15}s}\approx\tfrac23g_ms\left(1-\tfrac2{15}s\right).$$

The first term is $j\omega C_{gs}$. To the same order, the inverse of this admittance is $1/(j\omega C_{gs})+1/(5g_m)$, so the channel adds 5.0 Ω in series with $C_{gs}$, more than $R_g$ itself. The drain current is also delayed, through the factor $1/(1+\tfrac4{15}s+\dots)$. With this response and $R_g=0$, the example has a finite $f_{max}$ of 682 GHz. Both this value and the 5.0 Ω count all of $C_{gs}$ as channel capacitance. If 12 fF of it is overlap capacitance, which charges without delay, the value rises to about 1090 GHz.

## Beside a real device

The parameters are rough values for the device class, and $f_{max}$ also depends strongly on the layout, as the two gates above show. The estimates below change the 40-finger transistor; $f_T$ is extrapolated from 10 GHz.

| Change | $f_T$ (GHz) | $f_{max}$ (GHz) |
|---|---:|---:|
| channel delay | 145 | 271 |
| 2.5 Ω each at source and drain | 135 | 253 |
| substrate loss | 145 | 295 |
| gate tunnelling | 145 | 300 |
| 358 K instead of 300 K | 121 | 248 |
| all except heat | 135 | 231 |
| all with heat | 114 | 193 |

The substrate is 0.95 fF in series with 200 Ω, and tunnelling adds 1.2 µS. Heating is represented by $g_m\propto1/T$ and a gate resistance rising 0.3% per kelvin. The long-channel delay is itself only an estimate at 60 nm, where the carrier velocity saturates. A velocity law $\mu E/(1+E/E_c)$, at fixed $g_m$ and $C_{gs}$, changes the 271 GHz by only about 1 GHz, but treating 12 fF of $C_{gs}$ as overlap raises it to 288 GHz. Among the electrical effects, access resistance and channel delay matter most. Together, all the effects lower $f_{max}$ by about a third, and it remains 1.7 times $f_T$. The 260 GHz amplifier, however, would no longer have gain: its frequency suits the simple model, while the fuller one allows gain above $f_T$ over a narrower band. Wiring capacitance and inductance are still left out. So is $C_{ds}$, which no longer cancels from $f_{max}$ once there is access resistance: 10 fF lowers the 231 GHz to 223 GHz, and 20 fF lowers it to 208 GHz.

At a drain bias of 1.0 V the mean channel field is 0.17 MV/cm, and the energy gained from the bias is 0.89 of the silicon gap. The bias alone thus gives a carrier less than the gap energy, which argues against strong impact ionization. The mean field does not settle the matter, because the field near the drain is higher, and the model leaves ionization out. The numerical check contains the values used.

## Computed values

```
gm, gds: 40.0, 4.0 mS
Cgs, Cgd: 32.0, 12.0 fF
total width 40 um, gate length 60 nm
gate sheet 10 ohm/sq, contact 100 ohm per finger
f_T = 144.7 GHz
literal |h21| = 1 crossing: 150.4 GHz
2 pi f_T Cgd = 10.91 mS
40 x 1 um: Rg 3.89 ohm, Rg(gds+wT Cgd) 0.0580
40 x 1 um: f_max 300.4 GHz, f_max/f_T 2.076
10 x 4 um: Rg 32.22 ohm, Rg(gds+wT Cgd) 0.4804
10 x 4 um: f_max 104.4 GHz, f_max/f_T 0.721
40 x 1 um: f_max with distributed gate 300.5 GHz
10 x 4 um: f_max with distributed gate 105.2 GHz
amplifier frequency 260 GHz
short-circuit current gain there 0.620
U there 1.335
best power gain 1.382 = 1.41 dB
load conductance 11.25 mS, susceptance -33.77 mS
input series resistance 2.94 ohm
load-resistor current / gate current 0.214
least input conductance, any lossless load 8.27 mS
Cgd = 0, at 1.5 f_T: power gain 7.14
oscillator gate-ground: C 42.07 fF
oscillator drain-ground: C 45.10 fF
oscillator gate-drain: L 9.35 pH
oscillator load conductance 4.74 mS
Rg halved: f_T 144.7, f_max 424.9 GHz
Cgd halved: f_T 167.5, f_max 418.2 GHz
Cgd=0, Rg=100 ohm: f_T 198.9, f_max 157.3 GHz
channel resistance 1/(5 gm): 5.00 ohm
access R 2.50 ohm per side, buried-oxide C 0.95 fF
gate tunnelling conductance 1.20 uS
hot chip temperature 358 K (cool 300 K)
channel delay: f_T 144.8, f_max 270.8 GHz
source, drain R: f_T 134.7, f_max 252.5 GHz
substrate: f_T 144.7, f_max 295.0 GHz
gate tunnelling: f_T 144.7, f_max 300.4 GHz
hot chip: f_T 121.3, f_max 247.5 GHz
all but heat: f_T 134.7, f_max 230.6 GHz
all with heat: f_T 113.9, f_max 192.7 GHz
Rg = 0 with channel delay: f_max 682 GHz
drain bias 1.0 V, mean field 0.167 MV/cm
carrier energy / silicon gap (1.12 eV): 0.89
gm L/C: 5.45e+06 cm/s
```
